\section*{Zone Folding: Which Nanotubes Are Metallic, and the Others' Gap}

\section{Two tubes that look alike}

Roll a honeycomb sheet with one orbital per atom into a tube. The flat sheet has no band gap, so one might expect the tube to have none either. Take two tubes of nearly equal width, labelled $(9,6)$ and $(10,5)$ in the notation defined below, with diameters of 10.1 and 10.2~\AA. In the model of these notes the first has no gap and the second has a gap of 0.78~eV. Neither the sheet's bands alone nor the diameter alone can account for this. What decides is whether the wave vectors allowed by closing the sheet into a tube include the one at which the sheet's bands touch.

\section{The sheet}

\subsection*{Lattice and assumptions}

Let $\mathbf a_1$ and $\mathbf a_2$ be lattice vectors of length $a$ at $60^\circ$ to each other, so that $\mathbf a_1\cdot\mathbf a_2=a^2/2$. Each cell holds an atom A at the lattice point $\mathbf R$ and an atom B at $\mathbf R+\boldsymbol\tau$, with $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$. The three B neighbours of A lie at
\begin{equation}
\boldsymbol\tau,\qquad \boldsymbol\tau-\mathbf a_1,\qquad \boldsymbol\tau-\mathbf a_2 .
\label{bonds}
\end{equation}
Their common distance is the bond length $a_{cc}$. From the first, $|\boldsymbol\tau|^2=(a^2+a^2+a^2)/9=a^2/3$, hence $a=\sqrt3\,a_{cc}$.

The model keeps one orbital per atom, pointing out of the sheet, with these assumptions:
\begin{itemize}
\item electrons hop between nearest neighbours only, with matrix element $-t$, $t>0$;
\item orbitals on different atoms are orthogonal, and electron--electron interaction is left out;
\item there is one electron per orbital, so half of the levels are filled;
\item rolling the sheet leaves every hopping unchanged.
\end{itemize}
Energies are measured from the orbital level. The algebra uses atomic units, $\hbar=1$.

\subsection*{Bands}

Give the atoms of cell $\mathbf R$ the amplitudes $c_A e^{i\mathbf k\cdot\mathbf R}$ and $c_B e^{i\mathbf k\cdot\mathbf R}$. By (\ref{bonds}), atom A is bonded to the B atoms of cells $\mathbf R$, $\mathbf R-\mathbf a_1$ and $\mathbf R-\mathbf a_2$; atom B is bonded to the A atoms of cells $\mathbf R$, $\mathbf R+\mathbf a_1$ and $\mathbf R+\mathbf a_2$. The Schr\"odinger equation is therefore
\begin{align}
E\,c_A&=-t f^*c_B, & E\,c_B&=-t f\,c_A, &
f(\mathbf k)&=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}.
\end{align}
Multiplying the first equation by $E$ and inserting the second gives $E^2=t^2|f|^2$, so
\begin{equation}
E=\pm t\,|f(\mathbf k)| .
\label{bands}
\end{equation}
The levels come in pairs $\pm E$. At half filling all negative ones are occupied, and the gap is twice the smallest value of $t|f|$ among the allowed $\mathbf k$.

\subsection*{Where the bands touch}

Write $\alpha=\mathbf k\cdot\mathbf a_1$ and $\beta=\mathbf k\cdot\mathbf a_2$. The condition $f=0$ has the real and imaginary parts
\begin{equation}
\cos\alpha+\cos\beta=-1,\qquad \sin\alpha+\sin\beta=0 .
\end{equation}
The second requires $\beta=-\alpha$ or $\beta=\alpha+\pi$, up to multiples of $2\pi$. The choice $\beta=\alpha+\pi$ makes the cosines cancel, which contradicts the first condition. With $\beta=-\alpha$ the first condition becomes $\cos\alpha=-1/2$. The zeros are thus the points
\begin{equation}
\mathbf K:\ (\alpha,\beta)=\left(\tfrac{2\pi}{3},-\tfrac{2\pi}{3}\right),\qquad
\mathbf K'=-\mathbf K,
\label{K}
\end{equation}
and their copies displaced by reciprocal lattice vectors.

\section{Rolling the sheet}

The $(n,m)$ tube, with integers $n\ge m\ge0$ and $n>0$, is made by joining each point of the sheet to the point displaced by
\begin{equation}
\mathbf C=n\mathbf a_1+m\mathbf a_2 .
\end{equation}
This vector becomes the circumference, so
\begin{equation}
\pi d=|\mathbf C|=a\sqrt{n^2+nm+m^2},
\label{d}
\end{equation}
where $d$ is the diameter.

Since the hoppings are unchanged, a state of the tube is a state of the sheet that repeats itself after $\mathbf C$. For a Bloch state this means $e^{i\mathbf k\cdot\mathbf C}=1$, or
\begin{equation}
\mathbf k\cdot\mathbf C=2\pi q,\qquad q\ \text{an integer}.
\label{lines}
\end{equation}
The component of $\mathbf k$ along $\mathbf C$ is $2\pi q/|\mathbf C|=2q/d$, while the component along the tube axis is free. The allowed $\mathbf k$ form parallel lines with spacing $2/d$. Reading the tube's bands from the sheet's bands on these lines is called zone folding.

\section{The metallic rule}

From (\ref{K}),
\begin{equation}
\mathbf K\cdot\mathbf C=n\,\frac{2\pi}{3}-m\,\frac{2\pi}{3}=2\pi\,\frac{n-m}{3}.
\label{KC}
\end{equation}
Comparison with (\ref{lines}) shows that $\mathbf K$ lies on an allowed line if and only if $n-m$ is divisible by three. Copies of $\mathbf K$ give the same condition: a reciprocal lattice vector $\mathbf G$ has $\mathbf G\cdot\mathbf a_1=2\pi h_1$ and $\mathbf G\cdot\mathbf a_2=2\pi h_2$ with integers $h_1,h_2$, so it changes $\mathbf K\cdot\mathbf C$ by $2\pi(nh_1+mh_2)$, a whole number of line spacings. For $\mathbf K'$ the sign of (\ref{KC}) is reversed, which does not affect divisibility.

If three divides $n-m$, the filled and empty bands of the tube touch at $E=0$, and the tube is metallic. If not, $|f|$ vanishes nowhere on the allowed lines. It then has a positive minimum there, because $|f|$ is a continuous function of the two angles $\alpha,\beta$ and the allowed angles form a closed set on a finite torus. The tube has a gap. Within the model this rule holds for every diameter.

\section{The size of the gap}

\subsection*{Expansion about K}

In a wide tube the lines are dense and one of them passes close to $\mathbf K$. Put $\mathbf k=\mathbf K+\boldsymbol\kappa$, $x=\boldsymbol\kappa\cdot\mathbf a_1$, $y=\boldsymbol\kappa\cdot\mathbf a_2$ and $z=x-y$. Then $f=1+e^{i(2\pi/3+x)}+e^{i(-2\pi/3+y)}$. The squared modulus of a sum of three phase factors is three plus twice the cosine of each phase difference:
\begin{equation}
|f|^2=3+2\cos\!\left(\tfrac{2\pi}{3}+x\right)+2\cos\!\left(y-\tfrac{2\pi}{3}\right)+2\cos\!\left(\tfrac{4\pi}{3}+z\right).
\end{equation}
The addition theorem, with $\cos\frac{2\pi}{3}=\cos\frac{4\pi}{3}=-\frac12$, $\sin\frac{2\pi}{3}=\frac{\sqrt3}{2}$ and $\sin\frac{4\pi}{3}=-\frac{\sqrt3}{2}$, gives
\begin{equation}
|f|^2=3-\cos x-\cos y-\cos z+\sqrt3\,(-\sin x+\sin y+\sin z).
\end{equation}
Now expand to third order. The constants cancel, and the linear terms cancel because $-x+y+z=0$. What remains is
\begin{align}
|f|^2&=\tfrac12(x^2+y^2+z^2)+\tfrac{\sqrt3}{6}(x^3-y^3-z^3)+O(\kappa^4)\nonumber\\
&=\tfrac12(x^2+y^2+z^2)+\tfrac{\sqrt3}{2}\,xyz+O(\kappa^4),
\label{xyz}
\end{align}
since $x^3-y^3-(x-y)^3=3x^2y-3xy^2=3xyz$.

Let $\boldsymbol\kappa$ have length $\kappa$ and make the angle $\varphi$ with $\mathbf a_1$, counted positive towards $\mathbf a_2$. The vector $\mathbf a_1-\mathbf a_2$ has length $a$ and angle $-60^\circ$. Hence
\begin{equation}
x=a\kappa\cos\varphi,\quad y=a\kappa\cos(\varphi-60^\circ),\quad z=a\kappa\cos(\varphi+60^\circ).
\end{equation}
The squares of the three cosines add to $\frac32+\frac12[\cos2\varphi+\cos(2\varphi-120^\circ)+\cos(2\varphi+120^\circ)]=\frac32$. Their product is
\begin{equation}
\cos\varphi\left(\tfrac12\cos2\varphi-\tfrac14\right)
=\tfrac14(\cos3\varphi+\cos\varphi)-\tfrac14\cos\varphi=\tfrac14\cos3\varphi .
\end{equation}
Inserting both in (\ref{xyz}) and using $a=\sqrt3\,a_{cc}$,
\begin{align}
|f|^2&=\tfrac34a^2\kappa^2+\tfrac{\sqrt3}{8}a^3\kappa^3\cos3\varphi+O(\kappa^4)\nonumber\\
&=\tfrac94a_{cc}^2\left[\kappa^2+\tfrac12a_{cc}\,\kappa^3\cos3\varphi\right]+O(\kappa^4).
\label{warp}
\end{align}
To lowest order the bands form a cone,
\begin{equation}
E=\pm\tfrac32\,t\,a_{cc}\,\kappa ,
\label{cone}
\end{equation}
whose slope $\frac32ta_{cc}$ is the electron velocity when $\hbar=1$. The cubic term, called trigonal warping, makes the slope depend on direction.

\subsection*{The nearest line}

The signed distance from $\mathbf K$ to line $q$, measured along $\mathbf C$, is
\begin{equation}
p=\frac{2\pi q-\mathbf K\cdot\mathbf C}{|\mathbf C|}=\frac2d\left(q-\frac{n-m}{3}\right).
\end{equation}
If $n-m=3j+1$, the nearest line is $q=j$, and the bracket is $-\frac13$. If $n-m=3j+2$, it is $q=j+1$, and the bracket is $+\frac13$. In both cases
\begin{equation}
p=s\,\frac{2}{3d},\qquad
s=\begin{cases}-1,& n-m\equiv1\pmod 3,\\ +1,& n-m\equiv2\pmod 3.\end{cases}
\label{p}
\end{equation}
A point on this line at distance $u$ along the axis has $\kappa=\sqrt{p^2+u^2}$, which is smallest at $u=0$. With (\ref{cone}), and a factor two because the gap runs from $-E$ to $+E$,
\begin{equation}
E_g\simeq2\cdot\frac32\,t\,a_{cc}\cdot\frac{2}{3d}=\frac{2\,t\,a_{cc}}{d}.
\label{gap}
\end{equation}
No other part of the zone competes in a wide tube. Away from $\mathbf K$ and $\mathbf K'$ the modulus $|f|$ stays above a fixed positive value, while (\ref{gap}) tends to zero as $d$ grows. The point $\mathbf K'$ gives the same gap, because $|f(-\mathbf k)|=|f(\mathbf k)|$ and the set of lines is symmetric about the origin.

The gap falls as $1/d$ because the cone is linear in $\kappa$ and the missed distance is a third of a line spacing. For a band edge quadratic in $\kappa$, the same distance would cost an energy proportional to $1/d^2$.

\subsection*{First correction}

Equation (\ref{gap}) is the leading term for $d\gg a_{cc}$. The next one follows from (\ref{warp}). Let $\theta$ be the angle between $\mathbf a_1$ and $\mathbf C$; from $\mathbf C\cdot\mathbf a_1=a^2(n+m/2)$,
\begin{equation}
\cos\theta=\frac{2n+m}{2\sqrt{n^2+nm+m^2}} .
\end{equation}
On the nearest line $\kappa e^{i\varphi}=e^{i\theta}(p+iu)$. Taking the real part of the cube,
\begin{equation}
\kappa^3\cos3\varphi=(p^3-3pu^2)\cos3\theta-(3p^2u-u^3)\sin3\theta .
\end{equation}
The square bracket in (\ref{warp}) contains $u^2-\frac32a_{cc}p^2u\sin3\theta$ as its leading dependence on $u$. The minimum thus moves to $u\simeq\frac34a_{cc}p^2\sin3\theta$, which lowers the bracket by an amount of order $a_{cc}^2p^4$. That is the order of the terms already dropped, so $u=0$ may be used here:
\begin{equation}
|f|_{\min}=\tfrac32a_{cc}|p|\sqrt{1+\tfrac12a_{cc}\,p\cos3\theta+O(a_{cc}^2p^2)}
\simeq\tfrac32a_{cc}|p|\left(1+\tfrac14a_{cc}\,p\cos3\theta\right).
\end{equation}
With $p$ from (\ref{p}) and $\frac14\cdot\frac23=\frac16$,
\begin{equation}
E_g=\frac{2ta_{cc}}{d}\left[1+s\,\frac{a_{cc}\cos3\theta}{6d}+O\!\left(\frac{a_{cc}^2}{d^2}\right)\right].
\label{corr}
\end{equation}
For $n\ge m\ge0$ the angle $\theta$ lies between $0$ and $30^\circ$, so $\cos3\theta\ge0$. At a given diameter the correction is largest in size for $\theta=0$, the $(n,0)$ tubes, and its sign depends on the remainder of $n-m$.

\section{A worked example}

Take the round parameters $t=2.8$~eV and $a_{cc}=1.4$~\AA, which give $a=2.425$~\AA. The constant in the gap law is
\begin{equation}
2ta_{cc}=2\times2.8\times1.4=7.84\ \text{eV\,\AA}=0.784\ \text{eV\,nm},
\end{equation}
or about 0.8~eV\,nm. This number scales with the chosen $t$ and $a_{cc}$.

For the $(10,5)$ tube, $n^2+nm+m^2=175$, so $|\mathbf C|=2.425\sqrt{175}=32.08$~\AA\ and $d=10.21$~\AA. Here $\mathbf K\cdot\mathbf C/2\pi=5/3$, and the nearest line is $q=2$. The line spacing is $0.1959$~\AA$^{-1}$, a third of which is $0.0653$~\AA$^{-1}$. The cone slope is $\frac32ta_{cc}=5.88$~eV\,\AA, and
\begin{equation}
E_g\simeq2\times5.88\times0.0653=0.768\ \text{eV}.
\end{equation}
The remainder is 2, so $s=+1$; with $\cos3\theta=0.540$ the correction factor is $1+1.4\times0.540/(6\times10.21)=1.012$, which gives 0.777~eV.

The gap of the same model can also be found without the expansion. The shortest lattice vector perpendicular to $\mathbf C$ is $4\mathbf a_1-5\mathbf a_2$. One such period along the axis holds 140 atoms. Listing their neighbours on the rolled-up lattice gives a $140\times140$ Hamiltonian that depends on the Bloch phase per period. Diagonalizing it numerically and minimizing the distance between levels 70 and 71 over that phase gives 0.775~eV. Relative to this value, (\ref{gap}) is 1.0\% low and (\ref{corr}) is 0.3\% high.

For the $(9,6)$ tube, $d=10.09$~\AA\ and $\mathbf K\cdot\mathbf C/2\pi=1$. The line $q=1$ passes through $\mathbf K$, and the same diagonalization, now with 228 atoms per period, gives a gap that vanishes to numerical accuracy.

The approach to the leading law is seen as the diameter grows within each of the families $(n,0)$ and $(2m,m)$. In the table, ``folded'' is the numerical minimum of $2t|f|$ over all allowed lines; energies are in eV.
\begin{center}
\begin{tabular}{cccccc}
Tube & $s$ & $d$ (\AA) & folded & eq.~(\ref{gap}) & eq.~(\ref{corr})\\
$(10,0)$ & $-1$ & 7.72 & 0.983 & 1.016 & 0.985\\
$(20,0)$ & $+1$ & 15.44 & 0.5153 & 0.5079 & 0.5155\\
$(40,0)$ & $-1$ & 30.87 & 0.2520 & 0.2539 & 0.2520\\
$(16,8)$ & $+1$ & 16.34 & 0.4831 & 0.4799 & 0.4836\\
$(32,16)$ & $-1$ & 32.67 & 0.2390 & 0.2399 & 0.2390
\end{tabular}
\end{center}
The folded gap lies below the leading law for $s=-1$ and above it for $s=+1$, as (\ref{corr}) requires.

\section{What curvature changes}

In a real tube the orbitals point radially. Neighbouring ones are parallel only if their bond runs along the axis, so the three hoppings from an atom need not be equal. What unequal hoppings do can be seen in a toy model: multiply each hopping by the cosine of the angle between the two radial directions. A bond with component $b$ along $\mathbf C$ spans the angle $b/(d/2)=2b/d$.

\subsection*{Zigzag tubes, $(n,0)$}

Here $\mathbf C$ is parallel to $\mathbf a_1$. The bonds (\ref{bonds}) have components $a/2$, $-a/2$ and $0$ along it, so two hoppings are reduced by $c=\cos(a/d)$ and the third is unchanged:
\begin{equation}
|f|\ \to\ \left|c\,(1+e^{i\alpha})+e^{i\beta}\right|,\qquad \alpha=\frac{2\pi q}{n},\quad \beta\ \text{free}.
\end{equation}
If $n$ is divisible by three, the line $q=n/3$ has $\alpha=2\pi/3$ and $|1+e^{i\alpha}|=2\cos(\pi/3)=1$. The two terms then have moduli $c$ and $1$. The best they can do is point in opposite directions, which leaves $1-c$. In a wide tube this line remains the lowest, and
\begin{equation}
E_g=2t\left[1-\cos\frac ad\right]\simeq\frac{t\,a^2}{d^2}.
\end{equation}
The supposedly metallic tube has acquired a gap, though one that falls faster with $d$ than (\ref{gap}). For $(9,0)$, with $d=6.95$~\AA, the formula gives 0.34~eV, and so does diagonalization of the atom-by-atom Hamiltonian with these hoppings. The value shows that unequal hoppings can open a gap; it does not predict the gap of a real tube. Tilted radial orbitals also point partly along the bond between them, which adds a head-on ($\sigma$) part to the hopping. Each orbital's component along the bond is proportional to $1/d$, so this part is of order $1/d^2$, like the cosine reduction, and it can cancel much of that reduction or outweigh it. Changes of bond length and the mixing with in-plane orbitals are left out as well. With typical two-centre parameters for carbon, in which the $\sigma$ hopping is about twice the $\pi$ hopping in size, the $(9,0)$ gap comes out between about 0.04 and 0.13~eV, well below the cosine value.

\subsection*{Armchair tubes, $(n,n)$}

Here $\mathbf C$ is parallel to $\mathbf a_1+\mathbf a_2$. The reflection that reverses the tube axis exchanges $\mathbf a_1$ and $\mathbf a_2$, so the last two bonds in (\ref{bonds}) have equal hoppings $t_1$; call the first $t_0$. The line $q=0$ has $\beta=-\alpha$, and on it
\begin{equation}
t|f|\ \to\ \left|t_0+t_1(e^{i\alpha}+e^{-i\alpha})\right|=\left|t_0+2t_1\cos\alpha\right| .
\end{equation}
This vanishes at $\cos\alpha=-t_0/(2t_1)$, which has a solution as long as $|t_0|\le2|t_1|$. Curvature moves the touching point along an allowed line and not off it, so the tube stays metallic in any nearest-neighbour model of this kind that has real hoppings, keeps the reflection and satisfies this inequality. Real hoppings are needed: a magnetic flux along the axis keeps the reflection but makes $t_0/t_1$ complex, and it opens a gap.

Divisibility of $n-m$ by three is thus the condition for a metal when the three hoppings are equal. Unequal hoppings also shift the gaps of semiconducting tubes. In the cosine model this shift is of order $ta_{cc}^2/d^2$, the same order as the first correction in (\ref{corr}), and for wide $(n,0)$ tubes it is about nine times as large. Equation (\ref{corr}) thus refines the gap of the equal-hopping model and not that of a real tube, for which the effect of curvature has to be calculated as well; the factor nine belongs to the cosine model, which overstates the change in hopping. Electron--electron interaction, left out throughout, matters too. In a Hartree--Fock treatment of the same orbitals with a screened long-range Coulomb interaction, the product $E_g d$ lies well above $2ta_{cc}$ and grows slowly with $d$. The constant 0.8~eV\,nm and the pure $1/d$ law are therefore properties of the one-electron model with a fitted $t$.
